# Strain and gap shift of a misfitting core in a finite shell

**Q.** You say that a shell grown on a quantum dot strains the core and shifts its gap. Before I accept any formula, what is strained relative to what?

**A.** Take a core of radius \(a\) inside a concentric shell of outer radius \(b\), and define the misfit by

\[
m=\frac{\text{core lattice constant}-\text{shell lattice constant}}{\text{shell lattice constant}} .
\]

I measure displacements from the shell's stress-free lattice. A free core would then show an isotropic strain \(m\) while carrying no stress. Its elastic strain, the part that produces stress, is the total strain minus \(m\). In the shell, total and elastic strain coincide. Tension is positive.

The assumptions are these: the interface is coherent, so no lattice planes end there; strains are small and kept to first order; both materials are elastically isotropic with the same bulk modulus \(K\) and shear modulus \(\mu\); and no traction acts on the outer surface.

**Q.** Why should the core strain be uniform? The interface pushes on it from outside, so I would expect more strain near the edge.

**A.** Spherical symmetry allows only a radial displacement \(u(r)\). The strains are \(u'\) along the radius and \(u/r\) in each of the two tangential directions. With \(\lambda=K-2\mu/3\), the shell stresses are

\[
\sigma_{rr}=\lambda\left(u'+\frac{2u}{r}\right)+2\mu u',\qquad
\sigma_{\theta\theta}=\lambda\left(u'+\frac{2u}{r}\right)+2\mu\frac ur .
\]

Force balance on a volume element requires

\[
\frac{d\sigma_{rr}}{dr}+\frac2r(\sigma_{rr}-\sigma_{\theta\theta})=0 .
\]

The terms in \(\mu\) combine as

\[
2\mu u''+\frac{4\mu}{r}\left(u'-\frac ur\right)
=2\mu\frac{d}{dr}\left(u'+\frac{2u}{r}\right),
\]

so the balance becomes

\[
(\lambda+2\mu)\frac{d}{dr}\left(u'+\frac{2u}{r}\right)=0 .
\]

The same equation holds in the core, because subtracting the constant \(m\) from each strain adds only a constant isotropic stress. The dilatation is therefore constant within each material. Calling it \(3C\) and multiplying by \(r^2\) gives \((r^2u)'=3Cr^2\), hence

\[
u=Cr+\frac{D}{r^2}.
\]

In the core the second term would diverge at the centre, so \(u=Ar\) there. All three principal strains then equal \(A\) at every point. The interface does push from outside, but it pushes equally from all directions, and the response is a uniform compression.

**Q.** That leaves three constants. What fixes them?

**A.** Two conditions at the interface and one at the surface. The radial stress in the core is \((3\lambda+2\mu)(A-m)=3K(A-m)\). In the shell, \(u'=C-2D/r^3\), so

\[
\sigma_{rr}=3\lambda C+2\mu\left(C-\frac{2D}{r^3}\right)=3KC-\frac{4\mu D}{r^3}.
\]

Continuity of displacement, continuity of radial stress and the free surface give, in that order,

\[
A=C+\frac{D}{a^3},
\]
\[
3K(A-m)=3KC-\frac{4\mu D}{a^3},
\]
\[
3KC=\frac{4\mu D}{b^3}.
\]

Insert the first into the second. The terms \(3KC\) cancel, because both materials have the same \(K\):

\[
3K\left(\frac{D}{a^3}-m\right)=-\frac{4\mu D}{a^3}
\quad\Rightarrow\quad
D=\frac{3K}{3K+4\mu}\,m a^3 .
\]

The third condition then yields

\[
C=\frac{4\mu D}{3Kb^3}=\frac{4\mu}{3K+4\mu}\,m\left(\frac ab\right)^3 .
\]

The core elastic strain is \(e=A-m=C+D/a^3-m\). Since \(D/a^3-m=-4\mu m/(3K+4\mu)\),

\[
e=-\frac{4\mu}{3K+4\mu}\,m\left[1-\left(\frac ab\right)^3\right].
\]

In terms of Poisson's ratio \(\nu\), use \(3K=2\mu(1+\nu)/(1-2\nu)\). Then

\[
3K+4\mu=2\mu\,\frac{(1+\nu)+2(1-2\nu)}{1-2\nu}=\frac{6\mu(1-\nu)}{1-2\nu},
\]

and the prefactor is \(4\mu/(3K+4\mu)=2(1-2\nu)/[3(1-\nu)]\).

**Q.** The algebra closes, but I do not see why a volume ratio should appear. Why not the shell thickness?

**A.** Consider first an infinite shell. Then \(C=0\), and the core strain is \(e_\infty=-4\mu m/(3K+4\mu)\). At radius \(b\) this solution has a radial stress \(-4\mu D/b^3\). To make \(b\) a free surface we must cancel that stress, and a uniform expansion \(C\) of the whole body does so. The core shares this expansion, so \(e=e_\infty+C\). The cancelled stress falls as \(1/b^3\), which is where the volume ratio comes from.

A second argument gives the same balance. In equilibrium \(\sigma_{ij}=\partial_k(\sigma_{ik}x_j)\). The volume integral of the stress is thus a surface integral containing the traction, and it vanishes. The trace of the stress is \(3K\) times the elastic dilatation, and \(K\) is common to both parts, so

\[
a^3e+(b^3-a^3)C=0 .
\]

Compression of the core must be paid for by dilatation of the shell. A thin shell has little volume with which to pay.

**Q.** Then test the extremes for me.

**A.** As \(b\to a\) the strain vanishes. For a thin shell of thickness \(t=b-a\), \(1-(a/b)^3\approx3t/a\), so the strain does begin linearly in thickness. For \(b\gg a\) it saturates at \(e_\infty\). Half of the limit is reached when \((a/b)^3=1/2\), that is at \(b=2^{1/3}a\approx1.26a\).

The elastic constants have limits too. If \(\mu\to0\), the shell flows around the core and cannot compress it, and \(e\to0\). If \(\mu\gg K\), then \(e_\infty\to-m\): the core is forced onto the shell lattice.

**Q.** How much depends on the moduli being equal? No real pair of materials obliges you.

**A.** The exact proportionality to \(1-(a/b)^3\) needs equal bulk moduli, but not equal shear moduli. Give the core \(K_c\) and the shell \(K_s,\mu_s\), and write \(x=(a/b)^3\), \(d=D/a^3\), \(q=4\mu_s/(3K_s)\). The free surface gives \(C=qxd\), and continuity gives \(A=(1+qx)d\). The stress condition becomes

\[
3K_c\left[(1+qx)d-m\right]=3K_sqxd-4\mu_sd=-4\mu_s(1-x)d .
\]

Solving for \(d\), and using \(e=A-m=-4\mu_s(1-x)d/(3K_c)\),

\[
e=-\frac{4\mu_s(1-x)\,m}{3K_c(1+qx)+4\mu_s(1-x)} .
\]

The denominator now depends on \(x\) in general. If \(K_c=K_s\), then \(3K_cqx=4\mu_sx\), the dependence cancels, and the earlier law returns with \(\mu=\mu_s\). The core's shear modulus does not appear, since the core is not sheared.

**Q.** Now the electronic part. A strain is not an energy. What turns one into the other?

**A.** The deformation potentials. For a small isotropic strain they are the derivatives of the band edges with respect to the logarithm of the volume:

\[
a_c=\frac{dE_c}{d\ln V},\qquad a_v=\frac{dE_v}{d\ln V},\qquad a_g=a_c-a_v .
\]

The core's volume strain is \(3e\) to first order. Its edges move by \(3a_ce\) and \(3a_ve\), and its local gap moves by

\[
\Delta E_g=3a_ge=-\frac{12\mu}{3K+4\mu}\,a_gm\left[1-\left(\frac ab\right)^3\right]
=-2a_gm\,\frac{1-2\nu}{1-\nu}\left[1-\left(\frac ab\right)^3\right].
\]

If the core has the larger lattice, \(m>0\), it is compressed. With \(a_g<0\), two negative factors make the gap rise.

**Q.** Strain also splits heavy holes from light holes. Where has that gone?

**A.** It is absent in the core and present in the shell. For a fourfold valence edge with angular momentum \(J=3/2\), in the approximation that the shear coupling is the same for all directions, the shear part of the strain energy is

\[
H=-b_v\sum_{ij}\varepsilon_{ij}\left[\tfrac12(J_iJ_j+J_jJ_i)-\tfrac13\delta_{ij}J^2\right].
\]

An isotropic strain gives \(J^2-J^2=0\). In the shell, with radial unit vector \(\mathbf n\), the radial and tangential strains differ by \(-3D/r^3\), so

\[
H=\frac{3b_vD}{r^3}\left[(\mathbf J\cdot\mathbf n)^2-\tfrac54\right].
\]

The bracket is \(+1\) for \(\mathbf J\cdot\mathbf n=\pm3/2\) and \(-1\) for \(\pm1/2\). The splitting is therefore \(6|b_v||D|/r^3\). Here \(H\) is an electron energy. For \(D>0\) and the usual negative \(b_v\), the \(\pm1/2\) pair, the light holes, lies higher.

**Q.** Put in numbers for something that could sit in a flask.

**A.** Take a zinc-blende CdSe core in a CdS shell, with \(a=2.5\) nm, \(b=5\) nm and \(m=0.04\). All material parameters here are rough. The cubic elastic constants are \(C_{11}=67\), \(C_{12}=46\) and \(C_{44}=22\) GPa. Their isotropic averages are

\[
K=\frac{C_{11}+2C_{12}}3=53.0\ \text{GPa},\qquad
\mu=\frac{C_{11}-C_{12}+3C_{44}}5=17.4\ \text{GPa}.
\]

With \(a_c=-2.0\) eV and \(a_v=0.5\) eV, \(a_g=-2.5\) eV. The elastic factor is \(69.6/228.6=0.3045\), and the geometric factor is \(1-1/8=0.875\). Thus

\[
e=-0.3045\times0.04\times0.875=-0.0107,
\]
\[
\Delta E_g=3(-2.5\ \text{eV})(-0.01066)=0.080\ \text{eV}=0.0029\ \text{hartree}.
\]

The core pressure is \(-3Ke=1.69\) GPa. The shell's dilatation is only \(3C=0.0046\), but its strains at the interface are large: \(-0.054\) radially and \(+0.029\) tangentially. For \(b_v=-1\) eV the fourfold-edge formula gives a splitting of 0.167 eV there. That formula assumes a spin–orbit splitting much larger than the strain splitting, whereas in CdS it is only about 0.07 eV. The split-off band couples to the \(\pm1/2\) pair and pushes it further up. Including that band with this value puts 0.231 eV between the two highest valence levels.

With the core and all parameters held fixed, the gap shift grows with outer radius as follows:

- \(b=3.0\) nm: 0.038 eV
- \(b=3.5\) nm: 0.058 eV
- \(b=5.0\) nm: 0.080 eV
- \(b=10\) nm: 0.090 eV
- thick-shell limit: 0.091 eV

Half the limit comes at \(b=3.15\) nm, a shell of 0.65 nm. That is only a few atomic layers, where a continuum is itself a rough description.

**Q.** So growing this shell shifts the absorption edge to the blue by 0.08 eV?

**A.** No. The 0.08 eV is a shift of the core's band edges. An electron that spreads into the shell samples a different strain and also loses confinement energy. To size this, use an envelope model in atomic units,

\[
-\frac12\nabla\cdot\left(\frac1{m^*(r)}\nabla\psi\right)+V(r)\psi=E\psi .
\]

The core and shell masses are 0.13 and 0.20 for the electron, and 0.45 and 0.70 for the hole. The shell barriers are 0.25 eV and 0.50 eV respectively. A hard wall stands at \(b\), or at \(a\) for the bare core. I solved for the lowest spherical states on a radial finite-volume grid.

Without strain, the probability of being in the core is \(P=0.727\) for the electron and 0.966 for the hole. I use the same deformation potentials in the shell as in the core. To first order, each strain shift is the average of the edge shift over the unstrained state. The hole energy rises when the valence edge falls, hence its minus sign:

\[
\delta E_e=a_c\left[3eP_e+3C(1-P_e)\right]=0.044\ \text{eV},
\]
\[
\delta E_h=-a_v\left[3eP_h+3C(1-P_h)\right]=0.015\ \text{eV}.
\]

The sum is 0.059 eV. Solving again with the strained edges gives 0.057 eV. The full result cannot exceed the first-order one: the unstrained state is a legitimate trial state for the strained problem, and its energy is an upper bound on the ground-state energy.

**Q.** You have lost more than a quarter of your effect. What about the confinement energy?

**A.** With the hard walls assumed here, that is the larger change. In the bare core the energies are \(\pi^2/(2m^*a^2)\), or 0.463 eV for the electron and 0.134 eV for the hole. In the unstrained core/shell dot they are 0.177 and 0.090 eV. The sum falls by 0.330 eV.

The electron–hole attraction weakens as well. I averaged \(-1/(\epsilon r_>)\) over the two densities, where \(r_>\) is the larger radius and \(\epsilon=8\) everywhere. It goes from \(-0.129\) eV in the bare core to \(-0.085\) eV in the strained core/shell dot, which raises the pair energy by 0.043 eV (taking the difference before rounding). Altogether,

\[
-0.330+0.057+0.043\approx-0.23\ \text{eV}.
\]

With hard walls the shell shifts the edge to the red, and strain opposes the shift without reversing it. But neither the size nor the sign of this total is secure, because a hard wall exaggerates the confinement of the bare core. Replace it in both dots by an outer barrier of 4 eV, with mass 1 outside, and the bare-core electron energy falls from 0.463 to 0.260 eV. The confinement change shrinks to \(-0.11\) eV and the total to \(-0.03\) eV. With a 2 eV barrier the total is \(+0.02\) eV. The strain contribution hardly changes, staying between 0.054 and 0.057 eV. These totals also omit the polarization of the dot's outer surface. For a surrounding permittivity of 2 and hard walls, it would add about \(-0.03\) eV to the change on shell growth.

Return now to the hard outer wall. If both barriers are raised to 100 eV, the strain contribution returns to 0.080 eV, which is the regime where the simple formula gives the strain part of the optical shift.

**Q.** Your hole calculation ignored the valence splitting in the shell.

**A.** It did. For a hole built from the \(J=3/2\) states, the shear energy in the shell is at most 0.084 eV in size, half the fourfold-edge splitting at \(r=a\). The hole has probability 0.034 in the shell, so the first-order effect is at most about 0.003 eV. In CdS the nearby split-off band matters: with it included, the highest valence level at \(r=a\) rises by 0.148 eV, and the same estimate gives about 0.005 eV.

**Q.** And the elasticity? You assumed matched, isotropic, linear materials with a bare mathematical surface.

**A.** Each assumption can be relaxed separately, with the others held fixed. The changes below are relative to the ideal 0.080 eV.

*Unequal moduli.* With \(K_s=62\) and \(\mu_s=19\) GPa, the general formula adds 0.005 eV.

*Stiffening.* If the bulk modulus rises with pressure at a rate \(K'=5\), the ratio of pressure to volume strain is \(K[1+(K'+1)|3e|/2]\) to first order. Using this value for the core alone lowers the shift by 0.005 eV.

*Cubic anisotropy.* Consider an infinite medium. The misfit acts as an isotropic stress source \(3Km\) filling the sphere. For a Fourier wave along \(\mathbf n\), force balance gives a dilatation \(3Km\,\mathbf n\cdot\Gamma^{-1}\mathbf n\) times the source shape, where \(\Gamma_{ik}=\sum_{jl}C_{ijkl}n_jn_l\). The transform of a sphere does not depend on direction, so at the centre one simply averages over \(\mathbf n\). Doing this numerically and applying the resulting ratio to our finite shell lowers the shift by 0.004 eV. That ratio belongs to an infinite medium. Minimizing the elastic energy of the finite cubic sphere instead lowers the shift, averaged over the core, by 0.006 eV.

*Choice of misfit reference.* Dividing the lattice difference by the core constant replaces \(m\) by \(m/(1+m)\) and lowers the shift by 0.003 eV. This is only one of the second-order terms. The others are not computed here and may be of similar size, since the strain at the interface reaches 5 percent.

*Surface stress.* A surface stress \(f=0.5\) N/m exerts a pressure \(2f/b=0.2\) GPa. With equal moduli it compresses the whole dot uniformly and adds \(-2a_gf/(bK)=0.009\) eV. A bare core with the same \(f\) would have twice this shift, because its radius is half as large. In a comparison of the two dots, surface stress therefore contributes \(-0.009\) eV.

*Core size.* Compression also shrinks the confining sphere. Since the energy varies as \(1/a^2\), it rises by \(-2e(0.463+0.134)=0.013\) eV for hard walls at the core boundary, but by only about 0.004 eV in the core/shell dot with the finite shell barriers used above.

*Temperature.* If the expansion coefficients differ by \(2\times10^{-6}\) per kelvin, cooling by 250 K changes the misfit by 0.0005 and the shift by about 0.001 eV. The sign depends on which material contracts more.

**Q.** All of that presumes a coherent interface. Why does the dot not make a dislocation and relax?

**A.** A rough comparison does not settle whether it will. Imagine removing a disc of core material across the equator, one Burgers vector \(\beta=0.43\) nm thick. The core pressure gains work

\[
W=(1.69\ \text{GPa})\,\beta\pi a^2=89\ \text{eV}.
\]

The standard line-tension estimate for the resulting dislocation loop, in an infinite medium and with a core cutoff \(\beta\), is

\[
E_{\text{loop}}=\frac{\mu\beta^2a}{2(1-\nu)}\left[\ln\frac{8a}{\beta}-1\right]=110\ \text{eV}.
\]

I take this expression as an input, not as something derived here. With this cutoff the loop costs more than it gains. But both the size of the cutoff and the way it is defined are uncertain, and doubling it lowers the loop energy to 83 eV, which reverses the comparison. The estimate therefore cannot say whether the interface stays coherent. A free surface also lowers the loop energy: removing the outside material and letting the new surface relax can only reduce the stored energy. At fixed pressure \(W\) grows as \(a^2\), while the loop energy grows as \(a\) times a logarithm, so larger cores are more exposed.

**Q.** How close is this model to an actual CdSe/CdS dot?

**A.** The materials, nanometre dimensions and misfit of a few percent belong to a real class of dots. A core smaller than the 5 nm diameter used here would have a larger confinement energy. The electron barrier and the division of \(a_g\) between the two bands are among the least certain inputs. With hard outer walls, changing the electron barrier from 0.25 eV to 0.10 or 0.40 eV changes the strain contribution from 0.057 eV to about 0.045 or 0.064 eV. Keeping \(a_g\) fixed but taking \(a_v\) as 0 or 1.0 eV gives about 0.051 or 0.062 eV. Real dots may also have the wurtzite structure, a graded interface or an imperfect shape, none of which is included. The hard outer wall overstates the confinement change on shell growth, and the masses are taken as independent of energy.

The assumption that fails most clearly is complete confinement to the core. Within this model, relaxing it takes the strain contribution from 0.080 to 0.057 eV and brings in a confinement change of \(-0.33\) eV with hard walls, or about \(-0.11\) eV with a 4 eV outer barrier. The elastic corrections are each about 0.01 eV or less. A measured red shift on shell growth would therefore not show that the core is unstrained, and a measured shift alone would not determine the strain.
